# DFT+U as a Separable Operator: Potential, Force and Double Counting: test program

```python
"""
DFT+U as a separable operator, tested in a 1D periodic plane-wave model.

Result under test, for E_U = (U/2) sum_spin Tr[n - n n]:
  potential        V_U = sum |phi_m> D_mm' <phi_m'|,  D = U (1/2 - n)
  force            F_U = -2 Re sum_i <psi_i|dphi_m/dR> D_mm' <phi_m'|psi_i>
  band-sum term    E_U - Tr(D n) = +(U/2) Tr(n n), summed over spin
Symbols: n_mm' = <phi_m|gamma|phi_m'>, gamma = one-spin density matrix,
phi_m = localized functions moving rigidly with atom B at position R.
Wells A and B attract the electrons; B has one fixed separable projector.
Electrons repel through (g/2) * integral of rho^2. Hartree atomic units.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
length, twist, n_max, n_grid = 10.0, 0.25, 18, 96
position_a, position_b = 0.0, 3.0
depth_a, depth_b, well_width = 0.7, 1.5, 1.0
kb_strength, kb_width = -0.2, 0.6
shell_width, hubbard_u, contact_g = 0.9, 0.15, 0.3
electrons = (2, 1)

q = 2 * np.pi / length * (np.arange(-n_max, n_max + 1) + twist)
q_diff = q[:, None] - q[None, :]
x_grid = np.arange(n_grid) * length / n_grid
dx = length / n_grid
waves = np.exp(1j * np.outer(x_grid, q)) / np.sqrt(length)


def well(depth, center):
    """Plane-wave matrix of -depth*exp(-(x-center)^2/(2 width^2))."""
    size = -depth * well_width * np.sqrt(2 * np.pi) / length
    return size * np.exp(-(q_diff * well_width)**2 / 2 - 1j * q_diff * center)


def shell(center, width):
    """Plane-wave coefficients of the even and odd oscillator functions."""
    even = (np.pi * width**2)**-0.25 * width * np.sqrt(2 * np.pi / length)
    even = even * np.exp(-(q * width)**2 / 2 - 1j * q * center)
    return np.column_stack([even, -1j * np.sqrt(2) * width * q * even])


def occupation(gamma, phi):
    return phi.conj().T @ gamma @ phi


def energy_u(gammas, phi, u):
    total = 0.0
    for gamma in gammas:
        n = occupation(gamma, phi)
        total += 0.5 * u * np.trace(n - n @ n).real
    return total


def coefficients(gamma, phi, u):
    return u * (0.5 * np.eye(phi.shape[1]) - occupation(gamma, phi))


def density(gammas):
    return sum(((waves @ g) * waves.conj()).sum(axis=1).real for g in gammas)


def solve(center, u):
    """Self-consistent solution; energies are evaluated in two ways."""
    phi = shell(center, shell_width)
    beta = shell(center, kb_width)[:, :1]
    fixed = np.diag(q**2 / 2) + well(depth_a, position_a)
    fixed = fixed + well(depth_b, center) + kb_strength * beta @ beta.conj().T
    gammas = [np.zeros((q.size, q.size), complex) for _ in electrons]
    for _ in range(1500):
        v_contact = contact_g * density(gammas)
        mean_field = waves.conj().T @ (v_contact[:, None] * waves) * dx
        new, band, gaps = [], 0.0, []
        for gamma, count in zip(gammas, electrons):
            d = coefficients(gamma, phi, u)
            h = fixed + mean_field + phi @ d @ phi.conj().T
            levels, states = np.linalg.eigh((h + h.conj().T) / 2)
            occupied = states[:, :count]
            new.append(occupied @ occupied.conj().T)
            band += levels[:count].sum()
            gaps.append(levels[count] - levels[count - 1])
        residual = max(abs(a - b).max() for a, b in zip(new, gammas))
        if residual < 1e-11:
            break
        gammas = [b + 0.4 * (a - b) for a, b in zip(new, gammas)]
    assert residual < 1e-11, "self-consistency not reached"
    gammas = new
    contact = 0.5 * contact_g * np.sum(density(gammas)**2) * dx
    one_body = sum(np.trace(g @ fixed).real for g in gammas)
    e_u = energy_u(gammas, phi, u)
    square = sum(np.trace(occupation(g, phi) @ occupation(g, phi)).real
                 for g in gammas)
    return dict(gammas=gammas, phi=phi, beta=beta, gaps=gaps, e_u=e_u,
                one_body=one_body, contact=contact, band=band,
                u_term=0.5 * u * square, total=one_body + contact + e_u)


def derivative(function, point, step):
    """Five-point central difference."""
    f = [np.asarray(function(point + j * step)) for j in (-2, -1, 1, 2)]
    return (f[0] - 8 * f[1] + 8 * f[2] - f[3]) / (12 * step)


def separable_force(gamma, projectors, matrix):
    """Force of a projector term whose coefficients are held fixed."""
    moved = -1j * q[:, None] * projectors
    return -2 * np.trace(gamma @ moved @ matrix @ projectors.conj().T).real


def local_force(gammas, potential):
    return -sum(np.trace(g @ (-1j * q_diff * potential)).real for g in gammas)


# Test: origin of E_U, by listing every configuration of a determinant
rng = np.random.default_rng(7)


def random_orbitals(rows, columns):
    z = rng.normal(size=(rows, columns)) + 1j * rng.normal(size=(rows, columns))
    return np.linalg.qr(z)[0]


orbitals = np.zeros((8, 3), complex)
orbitals[:4, :2] = random_orbitals(4, 2)
orbitals[4:, 2:] = random_orbitals(4, 1)
local_sites = {0, 1, 4, 5}
norm = mean_n = mean_n2 = 0.0
for sites in combinations(range(8), 3):
    weight = abs(np.linalg.det(orbitals[list(sites)]))**2
    number = len(local_sites.intersection(sites))
    norm += weight
    mean_n += weight * number
    mean_n2 += weight * number**2
pair_energy = 0.5 * hubbard_u * (mean_n2 - mean_n)
subtracted = 0.5 * hubbard_u * mean_n * (mean_n - 1)
full = orbitals @ orbitals.conj().T
blocks = [full[:2, :2], full[4:6, 4:6]]
formula_u = sum(0.5 * hubbard_u * np.trace(b - b @ b).real for b in blocks)
assert abs(norm - 1) < 1e-12
assert abs(pair_energy - subtracted - formula_u) < 1e-12

# Test: plane-wave coefficients of the shell against real-space quadrature
s = np.linspace(-9, 9, 1801)
even_x = (np.pi * shell_width**2)**-0.25 * np.exp(-s**2 / (2 * shell_width**2))
odd_x = np.sqrt(2) * s / shell_width * even_x
kernel = np.exp(-1j * np.outer(q, s + position_b)) / np.sqrt(length)
by_quadrature = kernel @ np.column_stack([even_x, odd_x]) * (s[1] - s[0])
phi_b = shell(position_b, shell_width)
assert abs(by_quadrature - phi_b).max() < 1e-10
assert abs(phi_b.conj().T @ phi_b - np.eye(2)).max() < 1e-8

# Self-consistent reference solution
ref = solve(position_b, hubbard_u)
gammas, phi, beta = ref["gammas"], ref["phi"], ref["beta"]
n_spin = [occupation(g, phi) for g in gammas]
d_spin = [coefficients(g, phi, hubbard_u) for g in gammas]
assert min(ref["gaps"]) > 0.02

# Test: V_U is the derivative of E_U with respect to the density matrix
change = rng.normal(size=(q.size,) * 2) + 1j * rng.normal(size=(q.size,) * 2)
change = (change + change.conj().T) / 2
slope_fd = derivative(
    lambda t: energy_u([gammas[0] + t * change, gammas[1]], phi, hubbard_u),
    0.0, 0.01)
v_u = phi @ d_spin[0] @ phi.conj().T
slope_v = np.trace(v_u @ change).real
assert abs(slope_fd - slope_v) < 1e-9

# Test: total energy from its parts and from the band sum
band_total = ref["band"] - ref["contact"] + ref["u_term"]
assert abs(band_total - ref["total"]) < 1e-8
expectation = sum(np.trace(d @ n).real for d, n in zip(d_spin, n_spin))

# Forces on B and A
force_u = sum(separable_force(g, phi, d) for g, d in zip(gammas, d_spin))
kb_matrix = np.array([[kb_strength]])
force_kb = sum(separable_force(g, beta, kb_matrix) for g in gammas)
force_well = local_force(gammas, well(depth_b, position_b))
force_b = force_u + force_kb + force_well
force_a = local_force(gammas, well(depth_a, position_a))

# Test: frozen-orbital derivative of E_U, and the wrong alternative
frozen = -derivative(
    lambda r: energy_u(gammas, shell(r, shell_width), hubbard_u),
    position_b, 0.01)
assert abs(frozen - force_u) < 1e-7


def expectation_at(r):
    moved = shell(r, shell_width)
    return sum(np.trace(coefficients(g, moved, hubbard_u)
                        @ occupation(g, moved)).real for g in gammas)


wrong_u = -derivative(expectation_at, position_b, 0.01)

# Test: force against the self-consistent energy at displaced positions


def energy_parts(r):
    out = solve(r, hubbard_u)
    return [out["total"], out["band"], -out["contact"], out["u_term"]]


slopes = derivative(energy_parts, position_b, 0.02)
assert abs(force_b + slopes[0]) < 1e-6
assert abs(force_a + force_b) < 1e-7
assert abs(force_u) > 1e-4
assert abs(force_b - force_u + wrong_u + slopes[0]) > 1e-4

# Test: derivative of the self-consistent energy with respect to U
slope_u = derivative(lambda u: solve(position_b, u)["total"], hubbard_u, 0.01)
slope_u_formula = 0.5 * sum(np.trace(n - n @ n).real for n in n_spin)
assert abs(slope_u - slope_u_formula) < 1e-6


def show(label, value, unit=""):
    print(f"{label}: {value:.6f} {unit}".rstrip())


print(f"period {length} bohr, twist {twist} of 2pi, {q.size} plane waves")
print(f"A at {position_a} bohr, B at {position_b} bohr")
print(f"well depths A {depth_a}, B {depth_b} Ha; width {well_width} bohr")
print(f"fixed projector: {kb_strength} Ha, width {kb_width} bohr")
print(f"U shell width {shell_width} bohr; g = {contact_g} Ha bohr")
print(f"U = {hubbard_u} Ha = {hubbard_u * HARTREE_EV:.4f} eV")
print("Determinant test (3 electrons, 8 spin orbitals, 4 in the shell)")
show("  mean shell number", mean_n)
show("  variance of shell number", mean_n2 - mean_n**2)
show("  pair energy", pair_energy, "Ha")
show("  subtracted mean-field energy", subtracted, "Ha")
show("  E_U from occupation matrices", formula_u, "Ha")
print("Self-consistent model")
for name, n, d, gap in zip(("up", "down"), n_spin, d_spin, ref["gaps"]):
    print(f"  {name}: n_ee {n[0, 0].real:.6f}, n_oo {n[1, 1].real:.6f}")
    print(f"  {name}: n_eo {n[0, 1].real:.6f} {n[0, 1].imag:+.6f} i")
    print(f"  {name}: D_ee {d[0, 0].real:.6f}, D_oo {d[1, 1].real:.6f} Ha")
    print(f"  {name}: D_eo {d[0, 1].real:.6f} {d[0, 1].imag:+.6f} i Ha")
    occ = np.linalg.eigvalsh(n)
    shifts = np.linalg.eigvalsh(d)[::-1]
    print(f"  {name}: eigenvalues of n {occ[0]:.6f}, {occ[1]:.6f}")
    print(f"  {name}: matching eigenvalues of D {shifts[0]:.6f}, "
          f"{shifts[1]:.6f} Ha")
    show(f"  {name}: gap above occupied levels", gap, "Ha")
show("Slope of E_U along random change, finite difference", slope_fd, "Ha")
show("Same slope from V_U", slope_v, "Ha")
show("One-body energy", ref["one_body"], "Ha")
show("Contact energy", ref["contact"], "Ha")
show("E_U", ref["e_u"], "Ha")
show("Expectation value of V_U", expectation, "Ha")
show("Band-sum correction (U/2) Tr n^2", ref["u_term"], "Ha")
show("Band sum", ref["band"], "Ha")
show("Total energy from parts", ref["total"], "Ha")
show("Total energy from band sum", band_total, "Ha")
show("Force on B, local well", force_well, "Ha/bohr")
show("Force on B, fixed projector", force_kb, "Ha/bohr")
show("Force on B, U term", force_u, "Ha/bohr")
show("Force on B, total", force_b, "Ha/bohr")
show("Force on B, finite difference of energy", -slopes[0], "Ha/bohr")
show("Force on A", force_a, "Ha/bohr")
show("Wrong U force from differentiating Tr(D n)", wrong_u, "Ha/bohr")
show("d(band sum)/dR", slopes[1], "Ha/bohr")
show("d(-contact energy)/dR", slopes[2], "Ha/bohr")
show("d((U/2) Tr n^2)/dR", slopes[3], "Ha/bohr")
show("dE/dU, finite difference", slope_u)
show("dE/dU, from occupations", slope_u_formula)
print("checks complete")
```

Output:

```
period 10.0 bohr, twist 0.25 of 2pi, 37 plane waves
A at 0.0 bohr, B at 3.0 bohr
well depths A 0.7, B 1.5 Ha; width 1.0 bohr
fixed projector: -0.2 Ha, width 0.6 bohr
U shell width 0.9 bohr; g = 0.3 Ha bohr
U = 0.15 Ha = 4.0817 eV
Determinant test (3 electrons, 8 spin orbitals, 4 in the shell)
  mean shell number: 1.241908
  variance of shell number: 0.424115
  pair energy: 0.054341 Ha
  subtracted mean-field energy: 0.022532 Ha
  E_U from occupation matrices: 0.031809 Ha
Self-consistent model
  up: n_ee 0.980510, n_oo 0.232051
  up: n_eo 0.017028 +0.004758 i
  up: D_ee -0.072076, D_oo 0.040192 Ha
  up: D_eo -0.002554 -0.000714 i Ha
  up: eigenvalues of n 0.231634, 0.980927
  up: matching eigenvalues of D 0.040255, -0.072139 Ha
  up: gap above occupied levels: 0.312685 Ha
  down: n_ee 0.963641, n_oo 0.002648
  down: n_eo -0.050515 -0.000105 i
  down: D_ee -0.069546, D_oo 0.074603 Ha
  down: D_eo 0.007577 +0.000016 i Ha
  down: eigenvalues of n 0.000000, 0.966289
  down: matching eigenvalues of D 0.075000, -0.069943 Ha
  down: gap above occupied levels: 0.685998 Ha
Slope of E_U along random change, finite difference: -0.067458 Ha
Same slope from V_U: -0.067458 Ha
One-body energy: -2.831725 Ha
Contact energy: 0.275685 Ha
E_U: 0.017195 Ha
Expectation value of V_U: -0.129024 Ha
Band-sum correction (U/2) Tr n^2: 0.146219 Ha
Band sum: -2.409379 Ha
Total energy from parts: -2.538845 Ha
Total energy from band sum: -2.538845 Ha
Force on B, local well: -0.187899 Ha/bohr
Force on B, fixed projector: -0.003091 Ha/bohr
Force on B, U term: 0.010253 Ha/bohr
Force on B, total: -0.180736 Ha/bohr
Force on B, finite difference of energy: -0.180736 Ha/bohr
Force on A: 0.180736 Ha/bohr
Wrong U force from differentiating Tr(D n): -0.000957 Ha/bohr
d(band sum)/dR: 0.166377 Ha/bohr
d(-contact energy)/dR: 0.020320 Ha/bohr
d((U/2) Tr n^2)/dR: -0.005961 Ha/bohr
dE/dU, finite difference: 0.114632
dE/dU, from occupations: 0.114632
checks complete
```
